Moss's rule from hydrogenic scaling, and why the argument is heuristic, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the hydrogen spectrum to a rule for index and gap

Suppose that a gate insulator must combine a large permittivity with a wide band gap, and that nothing is known about how the two are related. Two errors are then open. The first is to treat the refractive index and the gap as independent, so that a film with a gap near 6 eV and a fitted index of 3 raises no suspicion. The second is to use a remembered formula with the wrong permittivity. For hafnium dioxide, whose static permittivity is roughly 20, this second error turns an insulator with a gap of nearly 6 eV into a material with a predicted gap of 0.24 eV. The relation that guards against the first error is Moss's rule,

n⁴ E_g = C,   (1)

where n is the refractive index, E_g the band gap and C a constant with the dimension of energy, customarily taken as about 95 eV. Avoiding the second error requires knowing where the rule comes from.

The rule is an empirical correlation. It can be motivated by a short argument in which the gap is treated as an excitation energy of a hydrogen-like electron inside a dielectric. The argument yields the fourth power, but its premises do not hold for real gaps.

### Assumptions and conventions

Energies are in eV, lengths in nm, and permittivities are relative to vacuum. The symbol ε without a subscript is the optical permittivity: the response of the electrons alone, at a frequency well below the gap and well above the lattice vibrations. The static permittivity, which includes the displacement of the ions, is written ε_s. The vacuum permittivity is ε₀. The derivation assumes the following.

(a) The gap equals the energy of a transition between two fixed levels of a hydrogen-like system embedded in a uniform dielectric.

(b) The mass of the moving particle, and the pair of levels, are the same in all materials compared.

(c) The attraction is screened by the optical permittivity ε at all distances.

The medium is also taken to be isotropic, nonmagnetic and free of absorption at the frequency where n is measured.

### The index and the optical permittivity

Let a plane wave travel along z with fields

E_x = E₀ cos(kz − ωt),   B_y = B₀ cos(kz − ωt).   (2)

Without free charges or currents, the two curl equations of Maxwell for these components are

∂E_x/∂z = −∂B_y/∂t,   −∂B_y/∂z = (ε/c²) ∂E_x/∂t.   (3)

In the first, the left side is −kE₀ sin(kz − ωt) and the right side is −ωB₀ sin(kz − ωt). Hence

kE₀ = ωB₀.   (4)

In the second, the left side is +kB₀ sin(kz − ωt) and the right side is (ε/c²) ωE₀ sin(kz − ωt). Hence

kB₀ = (ε/c²) ωE₀.   (5)

Equation (4) gives B₀ = kE₀/ω. Putting this into (5) and cancelling E₀ gives k² = εω²/c². The refractive index is defined by the phase velocity ω/k = c/n, so that n = ck/ω and

n² = ε.   (6)

The permittivity here is the one at the frequency of the light. Visible or near-infrared light oscillates too fast for the ions to follow, and (6) therefore supplies the electronic part of the response. The static permittivity that sets the capacitance of a gate stack is a different quantity.

### A hydrogen-like electron in a dielectric

Consider an electron bound to a positive charge e, which may be a fixed centre or a hole. In a uniform dielectric, Gauss's law fixes the displacement field of a point charge at e/(4πr²), and the electric field is this displacement field divided by ε₀ε. The potential energy of the electron at distance r is therefore

V(r) = −K/(εr),   K = e²/(4πε₀).   (7)

Let m = μm_e be the mass of the relative motion, with m_e the free-electron mass. For an electron and a hole, m is their reduced mass. With the wave function written as u(r)/r times an angular function of angular momentum l, the radial Schrödinger equation is

−(ħ²/2m) u″ + [ħ²l(l+1)/(2mr²) − K/(εr)] u = E u,   (8)

with u(0) = 0 and u → 0 at large r.

The two levels needed below can be found by direct substitution. For l = 0 take u = r exp(−r/a). Then

u′ = (1 − r/a) exp(−r/a),
u″ = (−2/a + r/a²) exp(−r/a) = [1/a² − 2/(ar)] u.   (9)

Inserting (9) into (8) and dividing by u gives

−ħ²/(2ma²) + ħ²/(mar) − K/(εr) = E.   (10)

The right side is constant, so the terms in 1/r must cancel. This fixes the radius, and the remaining term fixes the energy:

a = ħ²ε/(mK),   E_1s = −ħ²/(2ma²).   (11)

For l = 1 take u = r² exp(−r/b). Two differentiations give

u″ = (2 − 4r/b + r²/b²) exp(−r/b) = [2/r² − 4/(br) + 1/b²] u.   (12)

The first term, multiplied by −ħ²/2m, cancels the centrifugal term of (8), which for l = 1 is ħ²/(mr²). The terms in 1/r cancel if 2ħ²/(mb) = K/ε, that is, if b = 2a. What is left is

E_2p = −ħ²/(2mb²) = −ħ²/(8ma²) = E_1s/4.   (13)

Neither function has a node for r > 0, so each is the lowest state for its angular momentum.

It is convenient to express these results through the values for hydrogen in vacuum with a fixed nucleus, the Bohr radius a₀ = ħ²/(m_eK) = 0.0529 nm and the Rydberg energy R = ħ²/(2m_e a₀²) = 13.606 eV. From (11),

a = a₀ε/μ.   (14)

The energy scale is then

ħ²/(2ma²) = [ħ²/(2μm_e)] · μ²/(a₀²ε²) = Rμ/ε².   (15)

One power of ε in (15) comes from the weaker attraction, and the other from the larger orbit: the binding energy is K/(2εa), and a itself grows in proportion to ε. This is the origin of the inverse square.

### The whole spectrum scales in the same way

The inverse square is not special to the two levels found above. Measure length in units of a by setting r = aρ, and multiply (8) by 2ma²/ħ². The kinetic term becomes −d²u/dρ² and the centrifugal term l(l+1)/ρ². The Coulomb term becomes −(2ma²/ħ²) K/(εaρ) = −2[maK/(ħ²ε)]/ρ, and by (11) the square bracket equals 1. Hence

−d²u/dρ² + [l(l+1)/ρ² − 2/ρ] u = W u,   W = Eε²/(Rμ).   (16)

No material parameter remains on the left. The eigenvalues W are therefore pure numbers, the same in every medium. For hydrogen they are −1/j² with j = 1, 2, 3 and so on; equations (11) and (13) confirm the values −1 and −1/4 for the levels used here. The energy of a transition from level j₁ to a higher level j₂ is

ΔE = Rμg/ε²,   g = 1/j₁² − 1/j₂².   (17)

For the transition from 1s to 2p, g = 1 − 1/4 = 3/4. For the removal of the electron from the lowest level, g = 1.

The scaling needs a potential proportional to 1/r at all distances that the orbit explores. If the potential contained a second length, such as a bond length or a screening distance, the substitution r = aρ would leave the ratio of that length to a in (16). The numbers W would then depend on this ratio, and so in general on the material.

### The identification that gives the rule

Assumption (a) now sets E_g = ΔE. Assumption (b) makes the product μg common to all materials, so that

E_g = C/ε²,   C = Rμg.   (18)

By (6), ε² = n⁴. Multiplying (18) by n⁴ gives

n⁴ E_g = Rμg = C,   (19)

which is Moss's rule. The fourth power is a product of two squares: the hydrogenic energy falls as the square of the permittivity, and the permittivity is the square of the index.

The derivation fixes the exponent under its assumptions but not the constant, because nothing in it determines μ or the pair of levels. The value 95 eV is an empirical input. Its meaning within the model is visible on setting ε = 1 in (18): if screening could be switched off, every material would have the same gap of 95 eV. All differences between gaps are thus attributed to differences in screening. This is a strong claim, and nothing in the derivation supports it.

### Using the rule

Solved for the index, (19) reads

n = (C/E_g)^(1/4).   (20)

Taking the logarithm of (19) and differentiating at fixed C gives 4 dn/n + dE_g/E_g = 0, or

dn/n = −dE_g/(4E_g),   dE_g/E_g = −4 dn/n.   (21)

The rule is therefore forgiving in one direction and severe in the other. A 20 percent error in the gap changes the predicted index by about 5 percent, while a 5 percent error in the index changes the predicted gap by about 20 percent. It is better suited to estimating an index from a gap than a gap from an index.

Take hafnium dioxide as a gate dielectric, with a rough gap of 5.8 eV and a rough index of 2.1. From (18) and (20),

ε² = 95/5.8 = 16.4,   ε = 4.05,   n = 2.01.   (22)

The index lies 4 percent below the rough value of 2.1. In the opposite direction,

E_g = 95/2.1⁴ = 95/19.4 = 4.9 eV,   (23)

which lies 16 percent below the gap that was put in. The two deviations describe the same mismatch, enlarged about fourfold as (21) requires.

Now insert the static permittivity, roughly 20, in place of ε:

E_g = 95/20² = 0.24 eV.   (24)

The result is absurd for an insulator, and the reason lies in (6). The rule concerns the electronic response, which accounts for about 4 of the 20. The remainder, about 16, comes from the displacement of ions and is no part of n². Moss's rule by itself therefore places no upper limit on the static permittivity of an oxide with a given gap. The rule does not exclude a wide gap in a high-permittivity oxide such as this one, since most of the permittivity is of a kind that the rule does not address. Whether large lattice polarization tends to accompany a small gap for other reasons is a separate question, which (19) cannot answer.

### The scaling in numbers

The inverse-square law (17) can be compared with a direct numerical solution of (8) on a radial grid. The mass is chosen so that Rμg = 95 eV for the transition from 1s to 2p:

μ = 95/(13.606 × 0.75) = 9.31.   (25)

With this mass held fixed, the computed transition energies are 10.55 eV at ε = 3, 5.80 eV at ε = 4.05, 1.94 eV at ε = 7 and 0.66 eV at ε = 12. Multiplied by ε², they give between 94.99 and 95.00 eV, and the fitted power of ε is −1.9999. The second energy is the gap of hafnium dioxide, as it must be, since the permittivity was obtained from that gap.

These numbers confirm the mathematics of a hydrogen atom in a uniform dielectric. They do not show that a band gap behaves like such an atom. The mass in (25) already gives cause for doubt, since it is more than nine times that of a free electron, although no property of a band was used to obtain it.

## 2. Why the hydrogenic assumption is heuristic

The symbols carried over are these. The index n and the optical permittivity ε obey ε = n². R = 13.606 eV is the Rydberg energy, a₀ = 0.0529 nm the Bohr radius, and K = e²/(4πε₀) = 2Ra₀ = 1.44 eV nm the strength of the Coulomb attraction. A particle of mass μ, in units of the free-electron mass, bound in a uniform dielectric has an orbit radius a = a₀ε/μ (14) and transition energies ΔE = Rμg/ε² (17), with g = 3/4 from 1s to 2p. Setting ΔE equal to the gap E_g, with a common μ, gave n⁴E_g = Rμg = C (19). With C = 95 eV and a gap of 5.8 eV, for hafnium dioxide, ε = 4.05 and μ = 9.31.

### The orbit is smaller than a bond

By (14), the orbit radius implied for hafnium dioxide is

a = 0.0529 × 4.05/9.31 = 0.023 nm.   (26)

The mean distance of the electron from the centre follows from u² ∝ r² exp(−2r/a). Using ∫ r^p exp(−qr) dr = p!/q^(p+1) over all positive r, with q = 2/a,

⟨r⟩ = [3!/(2/a)⁴]/[2!/(2/a)³] = 3a/2 = 0.035 nm.   (27)

The grid solution gives the same value. A bond between hafnium and oxygen is roughly 0.21 nm long, about nine times a. A permittivity describes the average response of many atoms to a field that varies slowly over many bonds. Inside a sphere much smaller than one bond there is no such medium, and assumption (c) contradicts its own result.

Another pair of levels does not cure this. For a lower level j₁, take j₁²a as the measure of its size. Since μ = C/(Rg),

j₁²a = a₀εRgj₁²/C ≤ a₀εR/C,   (28)

because g ≤ 1/j₁² by (17). For the oxide the right side is 0.0529 × 4.05 × 13.606/95 = 0.031 nm, still far below the bond length.

The hydrogenic argument yields the fourth power in Moss's rule, but for hafnium dioxide it implies an orbit far smaller than a bond, where uniform screening has no meaning. It remains to see what happens when screening develops over a distance, whether the other assumptions hold, and how the rule compares with real materials.
